# Wigner exponent of a terrace-step-kink model with correlation-corrected errors

**What scaling fixes**

Steps on a vicinal surface run along \(y\) at positions \(x_i(y)\), separated by terrace widths \(\ell=x_{i+1}-x_i\) of mean \(L\). In the continuum the energy per unit length contains a bending term \(\tfrac12\tilde\beta(dx_i/dy)^2\), with stiffness \(\tilde\beta\), and a repulsion \(A/\ell^2\) between neighbours. Measure \(x\) in units of \(L\) and \(y\) in units of \(L^2\tilde\beta/kT\), so that \(x=Ls\) and \(y=(L^2\tilde\beta/kT)\eta\). The energy divided by \(kT\) becomes

\[
\int d\eta\left[\sum_i\tfrac12\Big(\frac{ds_i}{d\eta}\Big)^2+\sum_i\frac{\tilde A}{(s_{i+1}-s_i)^2}\right],\qquad \tilde A=\frac{A\tilde\beta}{(kT)^2}.
\]

Two consequences follow. The distribution of \(s=\ell/L\) depends on the single number \(\tilde A\). Correlations along the steps extend over a distance proportional to \(L^2\tilde\beta/kT\), so widths measured in rows much closer together than this are not independent data.

The behaviour at small \(s\) follows from two steps close together. Their transfer operator in the relative coordinate is \(-\partial_s^2+\tilde A/s^2\), since each step contributes \(-\tfrac12\partial^2\). A wave function \(\psi\sim s^\alpha\) cancels the leading singular terms if \(\alpha(\alpha-1)=\tilde A\). Steps cannot cross, which selects the larger root. Far from the ends of a long step the probability density is \(\psi^2\sim s^{2\alpha}\), hence

\[
P(s)\sim s^{\rho},\qquad \rho=1+\sqrt{1+4\tilde A},\qquad \tilde A=\frac{\rho(\rho-2)}4 .
\]

For \(\tilde A=0\) this gives \(\rho=2\), which is purely entropic repulsion. Small widths are rare, so the whole distribution is fitted here, with the Wigner form \(s^\rho e^{-bs^2}\). That form is an approximation. The fitted \(\rho\) is the best value within the family and need not equal the small-\(s\) exponent.

**The model and its sampler**

From here on, lengths are in lattice constants and energies in \(kT\). There are \(N\) steps at integer positions in a periodic width \(M=NL\), with \(L_y\) periodic rows. Both \(N\) and \(L_y\) are even. Between rows a step moves by \(0\) or \(\pm1\), and each kink has weight \(q=e^{-\varepsilon}\). In every row \(\ell\ge1\), and each neighbouring pair has weight \(e^{-A/\ell^2}\). Each step closes on itself after \(L_y\) rows, without winding.

An isolated step has jump probabilities \(q/(1+2q)\) for each direction, so its mean square displacement per row is \(b^2=2q/(1+2q)\). A continuum step of stiffness \(\tilde\beta\) has Gaussian displacements of variance \(1/\tilde\beta\) per row in these units. Therefore \(\tilde\beta=1/b^2\) and \(\tilde A=A/b^2\). With \(\varepsilon=1\), \(b^2=0.4239\), and the choice \(\tilde A=2\) requires \(A=2\times0.4239=0.848\). The continuum relation then gives \(\rho=4\).

The sampler redraws one position from its conditional distribution given all others:

\[
\Pr(x_i(y)=z)\propto q^{|z-x_i(y-1)|+|x_i(y+1)-z|}\,
e^{-A/(z-x_{i-1})^2-A/(x_{i+1}-z)^2}.
\]

The candidates are \(z=x_i(y-1)+\{-1,0,1\}\), and forbidden ones have weight zero. Such a draw leaves the Boltzmann distribution unchanged. Sites sharing the parities of both \(i\) and \(y\) do not interact, so they can be redrawn together.

It remains to show that all configurations are reachable. Let \(Z\) be the pointwise maximum of two configurations. It is itself allowed, because taking the maximum preserves both the kink limit and the minimum gap. Start from a configuration \(X\le Z\) and try to raise by one unit a site with \(X<Z\). There are two possible obstacles:

- The same step in an adjacent row is one unit lower. There \(Z\ge Z_i(y)-1\ge X_i(y)\), which exceeds the blocker's position, so the blocker also lies below \(Z\).
- The next step is one unit ahead. There \(Z\ge Z_i(y)+1\ge X_i(y)+2\), so this blocker lies below \(Z\) too.

Follow the blockers. A link of the first kind lowers the position by one. A link of the second kind raises both the position and the step index by one. If the chain returned to its start after \(j\) turns around the surface with \(K\) links of the first kind, then \(jN-K=jM\). Since \(M>N\), this is impossible for \(j\ge1\), and for \(j=0\) it leaves no links at all. The chain therefore ends at a site that can be raised. Repetition leads from \(X\) to \(Z\), and reversed moves lead down from \(Z\) to the second configuration. Every redraw may also leave a site unchanged, so these moves occur with positive probability within sweeps.

The sampler was tested on 4 steps of mean width 5 and 4 rows. Winding would turn each step into the next and need a total displacement of 20, while at most 16 is possible. The trace of the fourth power of the row-to-row transfer matrix, over 4845 states, thus gives the exact width distribution. The largest deviation among 13 compared widths was 2.3 standard errors.

**The likelihood, with the mean built in**

Widths are integers and their mean is fixed by the geometry. The family should respect both facts:

\[
p_\rho(\ell)=\frac{\ell^\rho e^{-c\ell^2}}{Z},\quad \ell=1,2,\dots,\qquad E[\ell]=L .
\]

The second condition determines \(c(\rho)\). If sums are replaced by integrals, \(\int_0^\infty s^\rho e^{-bs^2}ds=\tfrac12b^{-(\rho+1)/2}\Gamma(\tfrac{\rho+1}2)\), and unit mean gives

\[
cL^2\simeq b=\left[\frac{\Gamma(\frac{\rho+2}{2})}{\Gamma(\frac{\rho+1}{2})}\right]^2 .
\]

At \(L=6\) the sum and the integral give values of \(c\) that differ by at most \(5\times10^{-5}\), relative to the integral value, at the four exponents between 2 and 6 that were checked. Discreteness thus hardly affects \(c\) here.

Treat the widths as independent for the moment. With sample means \(m_1=\overline{\ln\ell}\) and \(m_2=\overline{\ell^2}\), the log-likelihood per width is \(\rho m_1-cm_2-\ln Z\). Since \(d\ln Z/d\rho=E[\ln\ell]-c'E[\ell^2]\), its derivative is the sample mean \(\bar u\) of the score

\[
u(\ell)=\ln\ell-E[\ln\ell]-c'\left(\ell^2-E[\ell^2]\right).
\]

For any function \(f(\ell)\) that does not depend on \(\rho\), \(dE[f]/d\rho=E[fu]\), because \(dp_\rho/d\rho=p_\rho u\). Applied to the fixed mean, \(0=E[\ell u]\), which yields

\[
c'=\frac{\mathrm{Cov}(\ln\ell,\ell)}{\mathrm{Cov}(\ell^2,\ell)} .
\]

The estimate \(\hat\rho\) solves \(\bar u=0\), and two sample means are all the data it needs. This score was tested against a numerical derivative of the log-likelihood.

The response of the equation to a change of \(\rho\) is

\[
H=-\frac{d\bar u}{d\rho}=\mathrm{Var}_\rho(u)+c''\left(m_2-E[\ell^2]\right).
\]

The first term collects \(E[u\ln\ell]-c'E[u\ell^2]\). The second comes from differentiating \(c'\), and it vanishes when the family reproduces the data's \(m_2\). Keeping it allows for an imperfect family. Let \(\rho_*\) be the value at which the true expectation of \(u\) vanishes. It is the family member closest to the true distribution in the Kullback-Leibler sense. To first order, \(\hat\rho-\rho_*=\bar u(\rho_*)/H\).

A case with a known distribution shows what the fit does without sampling noise. For \(A=0\), rare kinks and a large system, the transfer operator reduces to nearest-neighbour hopping of particles that cannot pass, equivalent to free fermions of density \(1/L\). Their correlation matrix is \(K_{jk}=\sin[\pi(j-k)/L]/[\pi(j-k)]\), with diagonal \(1/L\). The probability that \(n\) successive sites are empty is \(E_n=\det(1-K)\) on those sites. A width \(\ell\) means \(\ell-1\) empty sites between two occupied ones. Inclusion and exclusion of the end sites, followed by division by the density, gives

\[
P(\ell)=L\,(E_{\ell-1}-2E_\ell+E_{\ell+1}).
\]

The fit to this distribution returns \(\rho=1.974\) instead of 2. The shift of \(-0.026\) comes mainly from the approximate Wigner form, and more data would not remove it.

**Where the naive error bar fails**

If the \(n=NL_y\) widths of an image were independent, the variance of \(\bar u\) would be \(\mathrm{Var}(u)/n\). The main run has \(N=6\), \(L=6\) and \(L_y=128\), so \(n=768\). With \(\mathrm{Var}(u)=0.02340\) and \(H=0.02352\),

\[
\sigma_{\rm naive}=\frac{\sqrt{0.02340/768}}{0.02352}=0.235 .
\]

The estimates from separate images scatter by 0.746. What is missing is the covariance between widths. Let \(U(y)=\sum_iu_i(y)\) be the score summed over one row, which includes all correlations between terraces in that row. Let \(\Gamma(r)\) be the covariance of \(U(y)\) and \(U(y+r)\). Then

\[
\mathrm{Var}(\bar u)=\frac1{N^2L_y^2}\sum_{y,y'}\Gamma(y-y')=\frac1{N^2L_y}\sum_r\Gamma(r),
\]

because every row has the same surroundings on the periodic surface. With \(g=\sum_r\Gamma(r)/\Gamma(0)\),

\[
\mathrm{Var}(\hat\rho)=\frac{\Gamma(0)\,g}{N^2L_yH^2}
=\sigma_{\rm naive}^2\;\frac{\Gamma(0)}{N\,\mathrm{Var}(u)}\;g .
\]

The first factor describes correlations across the steps and the second those along them.

**Why the sum needs a window**

Summing the estimated \(\Gamma(r)\) over the full ring fails for a single image. That sum equals \((\sum_yU)^2/L_y\), which is zero at the image's own \(\hat\rho\). Distant lags must be cut off, also because they add noise and little signal. The rule used is

\[
g=1+2\sum_{r=1}^{W}\frac{\Gamma(r)}{\Gamma(0)},\qquad W=\text{first value with }W\ge\tfrac52\,g .
\]

For an exponential decay of length \(\xi\gg1\), \(g\simeq2\xi\) and \(W\simeq5\xi\), so the neglected fraction is about \(e^{-5}\), or 0.7%. The correlation in this model is not a single exponential and its tail decays more slowly, so in the run below the window omits about 2% of \(g\), or 1% of the error bar.

Here \(\Gamma\) was averaged over many images at one common \(\rho\). The normalized correlation is 0.74 at one row, 0.34 at four, 0.14 at eight and 0.02 at sixteen. The rule gives \(W=20\) and \(g=7.80\). The factor across the steps is 1.25. The widths in a row have a fixed sum, but this does not force neighbouring scores to be anticorrelated, since within the family \(u\) is uncorrelated with \(\ell\) itself. The total factor is \(1.252\times7.797=9.76\), so the 768 widths carry the information of \(768/9.76\approx79\) independent ones. The corrected error is

\[
0.2347\times\sqrt{9.763}=0.733 .
\]

If just one image is available, setting its mean score to zero lowers each estimated \(\Gamma(r)\) by \(\Gamma(0)g/L_y\) on average, to leading order. The windowed sum then loses the fraction \((2W+1)/L_y\), here \(41/128=0.32\), and should be divided by \(1-(2W+1)/L_y\). This single-image correction was not tested numerically. It removes only the average bias. The windowed sum from one image also has a relative scatter of about \(\sqrt{2(2W+1)/L_y}\), here 0.8, so a single image of this length fixes its own error bar only to within several tens of percent. The correction becomes useless when the window approaches the length of the image.

**Does the correction predict the scatter?**

The run used 24 independent chains of 32 images each. All quantities in the error formula were taken from the first 12 chains, and the prediction was compared with images from the other 12. The predicted 0.733 and the observed 0.746 differ by 2%, well within the 20% allowed by the test. An interval of one corrected error around the first half's estimate contains 70% of the second half's single-image values, close to the 68% of a Gaussian. The naive interval contains 27%.

To check that correlations cause the difference, widths were drawn independently from the same histogram. Their estimates scatter by 0.240, within about 2% of the naive error. The naive formula is therefore right for independent widths with this distribution, and it fails for the surface because the widths are correlated.

The scaling argument shows how the problem grows. At fixed \(\tilde A\), and when \(g\) is large enough for the continuum to apply, \(g\propto L^2/b^2\). Doubling the mean terrace width multiplies \(g\) by four. In an image of fixed size it also halves the number of terraces, so the number of effectively independent widths falls by a factor of about eight. Recording rows more finely along the steps does not recover them.

**Pooling images**

One might average the single-image estimates. In the second half of the chains their mean is 4.15, whereas pooling the sample means \(m_1\) and \(m_2\) first gives 4.03. The fit is a nonlinear function of these means. Its second-order expansion produces a bias proportional to their variance, hence to the inverse of the effective number of widths. Averaging estimates leaves this bias in place. Pooling the data before fitting reduces it in proportion to the number of independent images.

Successive images of a chain may also be correlated in Monte Carlo time. If all \(24\times32=768\) images were independent, the pooled error would be \(0.7334/\sqrt{768}=0.0265\). The scatter of the chain averages, which needs no such assumption, gives 0.0254. With 24 chains this second number is itself uncertain by roughly \(1/\sqrt{2\times23}\approx15\%\), so this comparison is too coarse to reveal or exclude a weak correlation between images 100 sweeps apart. The error from the chain averages is used because it remains valid in either case. The naive pooled error would be 0.0085, three times too small. The result is

\[
\hat\rho=4.02\pm0.03 .
\]

**What the exponent says about the repulsion**

Inverting the continuum relation gives \(\tilde A=4.02\times2.02/4=2.03\). Since \(d\tilde A/d\rho=(\rho-1)/2\), the statistical error is \(1.51\times0.0254=0.04\). The input was 2.

The agreement does not prove that the relation is exact for this model. The fitted and sampled distributions differ by at most 0.0019 in probability, at width 8. At width 12 the sampled probability is 0.0030 and the fitted one 0.0036. No separate errors were computed for these bins, so the table alone does not establish a misfit. The free-fermion case, which has no sampling noise, does show that a fitted exponent can miss the continuum value. Its shift of 0.026 in \(\rho\) is as large as the pooled statistical error here. That calculation describes an infinite surface with rare kinks, however, while the run has \(\varepsilon=1\). The run has only six terraces per row, and their fixed sum narrows the width distribution, which raises the fitted exponent. For infinitely long steps the leading eigenvector of the row-to-row transfer matrix gives the size of these effects without sampling noise. At \(L=6\), \(\varepsilon=1\) and \(\tilde A=2\) it yields \(\rho_*=4.12\), 4.02 and 3.97 for \(N=4\), 5 and 6, which extrapolates to about 3.86, or \(\tilde A\approx1.8\), for many steps. For \(N=4\) the value rises from 4.12 at \(L=6\) to 4.19 at \(L=24\), so the lattice lowers the exponent. The sampled 4.02 lies about two standard errors above 3.97. Its closeness to 4 therefore reflects sampling noise and systematic shifts that partly cancel, each larger than the statistical error. Further sampling would narrow the error around \(\rho_*\), while the translation of \(\rho_*\) into a repulsion would keep a systematic error, whose size at \(\tilde A=2\) the free-fermion case does not give, unless it were calibrated for the lattice model itself.

On a real surface the elastic repulsion also acts between steps that are not neighbours. The model leaves this out, so its conversion from \(\rho\) to \(A\) is not calibrated for that case.

The method also assumes a known mean width and statistically equivalent rows and terraces. If the mean must be estimated from the same image, \(L\) becomes a second parameter with its own score, and the covariance of both scores is needed. If the surface has a drift in step density or pinned steps, the correlation sum no longer describes repeated samples of one distribution. The complete values are in the numerical output below.

## Computed results

```
kink energy eps = 1.000 kT
step diffusivity b^2 = 0.4239 (lattice const)^2 per row
repulsion strength A = 0.8478 kT (lattice const)^2
dimensionless repulsion, input = 2.000
continuum guide for rho = 4.000
steps, mean width, rows = 6, 6, 128
chains, images per chain = 24, 32
burn-in, sweeps between images = 600, 100
small system: steps, mean width, rows = 4, 5, 4
small system: transfer-matrix states = 4845
small system: widths compared = 13
small system: largest deviation = 2.29 standard errors
largest relative lattice shift of c = 4.6e-05
free lattice fermions: fitted rho = 1.9736
sample mean of ln(width) = 1.73491
sample mean of width^2 = 39.7305 (lattice const)^2
c at fitted rho = 0.06315 (lattice const)^-2
P(width  1): sampled 0.00153, fitted 0.00137
P(width  2): sampled 0.01890, fitted 0.01835
P(width  3): sampled 0.06860, fitted 0.06831
P(width  4): sampled 0.13882, fitted 0.13956
P(width  6): sampled 0.20026, fitted 0.20142
P(width  8): sampled 0.11114, fitted 0.10925
P(width 10): sampled 0.02794, fitted 0.02758
P(width 12): sampled 0.00300, fitted 0.00357
largest |sampled - fitted| = 0.00189
rho, first half of chains = 4.0074
rho, second half of chains = 4.0327
variance of single-width score = 0.02340
slope H of mean score = 0.02352
row-score correlation at  1 rows = 0.7418
row-score correlation at  2 rows = 0.5647
row-score correlation at  4 rows = 0.3413
row-score correlation at  8 rows = 0.1389
row-score correlation at 16 rows = 0.0227
summation window W = 20 rows
variance factor across steps = 1.252
variance factor along steps g = 7.797
total variance factor = 9.763
widths per image = 768, effective = 78.7
one image: naive error of rho = 0.2347
one image: corrected error of rho = 0.7334
one image: observed scatter of rho = 0.7455
independent widths: scatter of rho = 0.2399
coverage of naive 1-sigma interval = 0.268
coverage of corrected 1-sigma interval = 0.703
mean of one-image rho, second half = 4.1459
pooled rho = 4.0200
pooled error, naive = 0.0085
pooled error, images taken independent = 0.0265
pooled error, from chain scatter = 0.0254
repulsion inferred from rho = 2.030 +- 0.038
```
